# Flexoelectric normal polarization at a 180-degree ferroelectric wall

Two domains of a uniaxial ferroelectric meet at a plane wall. Their polarizations are opposite and lie parallel to the wall, so the simplest picture has no polarization along the wall normal. The polarization also strains the crystal, however, in proportion to its square. Both domains have the same spontaneous strain, but inside the wall, where the polarization passes through zero, the strain differs. The crystal therefore contains a strain gradient on each side of the wall centre, and a strain gradient can polarize even a centrosymmetric material. What normal polarization results, and how much of it survives its own electric field?

## Energy and assumptions

Let $x$ be the wall normal and $z$ the polar axis. All fields depend on $x$ alone, a prime means $d/dx$, and $P_y=0$. The parent phase is centrosymmetric, with orthorhombic $mmm$ or higher symmetry and its axes along $x,y,z$. The strains are $e_1=e_{xx}$, $e_2=e_{yy}$, $e_3=e_{zz}$ and $e_5=2e_{xz}$. In mean-field theory the energy density is

$$
\begin{aligned}
g={}&\tfrac12a_zP_z^2+\tfrac14bP_z^4+\tfrac12a_nP_x^2+\tfrac12\kappa P_x^2P_z^2\\
&+\tfrac12\sum_{ij}C_{ij}e_ie_j+\tfrac12C_{55}e_5^2\\
&-\sum_i(q_{iz}P_z^2+q_{ix}P_x^2)e_i-q_5e_5P_xP_z\\
&+\tfrac12G_zP_z'^2+\tfrac12G_xP_x'^2-f_1P_xe_1'-f_5P_ze_5',
\end{aligned}\tag{1}
$$

where $i,j=1,2,3$. The $q$ are electrostrictive coefficients at fixed strain, and $f_1,f_5$ are flexocoupling coefficients. A $P_x^4$ term is omitted because $P_x$ will be small. Writing the flexocoupling as $+f\,eP'$ instead of $-f\,Pe'$ changes $g$ by a total derivative, which does not affect the equations inside the crystal.

Symmetry also allows a direct term $-hP_x(P_z^2)'$, which needs no strain. It is set to zero here; its effect is noted below equation (15).

The result is sought to first order in $f_1$ and $f_5$. At first the depolarizing field and the gradient energy of $P_x$ are neglected. A third condition, on the normal stiffness, will emerge from the derivation.

## Strain across the wall

Far from the wall the domains are free of stress, with $P_z=\pm P_0$ and $P_x=0$. Setting $\partial g/\partial e_i=0$ there gives

$$
\sum_jC_{ij}e_j=q_{iz}P_0^2,\qquad e_i^\infty=Q_{iz}P_0^2,\tag{2}
$$

where $Q_{iz}$ is defined by $\sum_jC_{ij}Q_{jz}=q_{iz}$. For a uniform $P_z$, inserting $e_i=Q_{iz}P_z^2$ in (1) gives an elastic energy $+\frac12\sum q_{iz}Q_{iz}P_z^4$ and an electrostrictive energy $-\sum q_{iz}Q_{iz}P_z^4$. Their sum changes the quartic coefficient to

$$
b_{\rm free}=b-2\sum_iq_{iz}Q_{iz},\qquad P_0^2=-\frac{a_z}{b_{\rm free}},\tag{3}
$$

with $a_z<0$ and $b_{\rm free}>0$. The second relation follows from $a_zP_0+b_{\rm free}P_0^3=0$.

Inside the wall the strains are not all free. Compatibility requires $\partial_x^2e_{yy}+\partial_y^2e_{xx}=2\partial_x\partial_ye_{xy}$. Since nothing depends on $y$, this leaves $e_2''=0$. A linear variation would be a bending of the whole crystal, which is excluded, so $e_2$ is uniform. The same argument with $z$ in place of $y$ makes $e_3$ uniform. Both keep their domain values (2), which agree on the two sides because they are even in $P_z$.

The strains $e_1$ and $e_5$ can vary. Mechanical equilibrium makes the tractions on planes normal to $x$ constant, and they vanish in the domains. The variation of $-f_1P_xe_1'$ with respect to $e_1$, after one integration by parts, is $+f_1P_x'$; the shear term behaves likewise. Therefore

$$
C_{11}e_1+C_{12}e_2+C_{13}e_3-q_{1z}P_z^2-q_{1x}P_x^2+f_1P_x'=0,\tag{4}
$$

$$
C_{55}e_5-q_5P_xP_z+f_5P_z'=0.\tag{5}
$$

Without flexocoupling $P_x=0$. Subtracting the far-field form of (4) from (4) then gives

$$
e_1^{(0)}-e_1^\infty=\frac{q_{1z}}{C_{11}}(P_z^2-P_0^2).\tag{6}
$$

## The tanh wall

At zeroth order in the flexocoupling, variation of (1) with respect to $P_z$ gives

$$
G_zP_z''=a_zP_z+bP_z^3-2\sum_iq_{iz}e_iP_z.\tag{7}
$$

Insert the domain strains and the change (6). By (3), $a_z=-b_{\rm free}P_0^2$ and $-2\sum q_{iz}Q_{iz}=b_{\rm free}-b$, so the right side becomes

$$
-b_{\rm free}P_0^2P_z+bP_z^3+(b_{\rm free}-b)P_0^2P_z-\frac{2q_{1z}^2}{C_{11}}(P_z^2-P_0^2)P_z .
$$

The terms in $b_{\rm free}$ cancel, and

$$
G_zP_z''=b_{\rm eff}(P_z^3-P_0^2P_z),\qquad b_{\rm eff}=b-\frac{2q_{1z}^2}{C_{11}}.\tag{8}
$$

Elastic relaxation along the normal thus changes the coefficient but keeps the form of the equation. Try $P_z=P_0T$ with $T=\tanh(x/w)$. Since $T'=(1-T^2)/w$,

$$
P_z''=-\frac{2P_0}{w^2}T(1-T^2)=\frac{2}{w^2P_0^2}(P_z^3-P_0^2P_z).
$$

Comparison with (8) gives

$$
P_z=P_0\tanh\frac{x}{w},\qquad w^2=\frac{2G_z}{b_{\rm eff}P_0^2}.\tag{9}
$$

The flexocoupling alters this profile at second order only: $P_x$ and the new part of $e_5$ are each first order, and they enter the $P_z$ equation as $P_x^2$, $e_5P_x$, $f_5e_5'$ or, through the change of $e_1$ in (4), $f_1P_x'$. The tanh profile can therefore be used in the first-order calculation of $P_x$.

Because $1-T^2=\operatorname{sech}^2(x/w)$, equation (6) becomes

$$
e_1^{(0)}-e_1^\infty=-\frac{q_{1z}P_0^2}{C_{11}}\operatorname{sech}^2\frac{x}{w},\tag{10}
$$

and its derivative is

$$
e_1^{(0)\prime}=\frac{2q_{1z}P_0^2}{C_{11}w}\operatorname{sech}^2\frac{x}{w}\tanh\frac{x}{w}.\tag{11}
$$

The strain is even about the wall centre and its gradient is odd. This gives an odd source of normal polarization; a second source, from shear, appears below.

## The normal polarization

Vary (1) with respect to $P_x$, keeping for now the normal field $E_x$ and the gradient energy:

$$
\Big(a_n+\kappa P_z^2-2\sum_iq_{ix}e_i\Big)P_x-q_5e_5P_z-f_1e_1'-G_xP_x''=E_x.\tag{12}
$$

Now set $E_x=0$ and drop the gradient energy. Equation (5) gives

$$
-q_5e_5P_z=-\frac{q_5^2P_z^2}{C_{55}}P_x+\frac{q_5f_5}{C_{55}}P_zP_z'.
$$

The first part belongs to the stiffness of $P_x$. The second is a source: the changing $P_z$ produces a shear strain by the converse flexoelectric effect, and electrostriction turns that shear into a force on $P_x$. To first order, the other source is $f_1e_1'=(2f_1q_{1z}/C_{11})P_zP_z'$. Moving both sources to the right gives

$$
A(x)P_x=KP_zP_z',\qquad K=\frac{2f_1q_{1z}}{C_{11}}-\frac{f_5q_5}{C_{55}},\tag{13}
$$

$$
A(x)=a_n+\kappa P_z^2-2\sum_iq_{ix}e_i^{(0)}-\frac{q_5^2P_z^2}{C_{55}}.\tag{14}
$$

If $A$ is positive and uniform, then $P_zP_z'=(P_0^2/w)\tanh(x/w)\operatorname{sech}^2(x/w)$ leads to

$$
P_x(x)=\frac{KP_0^2}{Aw}\operatorname{sech}^2\frac{x}{w}\tanh\frac{x}{w}.\tag{15}
$$

This is the required profile. The strain gradient alone gives the first term of $K$; the shear route has the same shape and the same order in the flexocoupling, so it must be kept. The direct term mentioned after (1) would replace $K$ by $K+2h$.

Equation (15) is odd in $x$, so its integral across the wall vanishes. It is even in $P_0$, since $w$ depends only on $P_0^2$, so reversing both domains leaves it unchanged. For $K<0$ the normal polarization points towards the wall from both sides; for $K>0$ it points away.

To find the extrema, differentiate $u=T(1-T^2)$:

$$
u'=\frac{(1-3T^2)(1-T^2)}{w}.
$$

This vanishes at finite $x$ when $T=\pm1/\sqrt3$. Hence

$$
|x_m|=w\,\operatorname{artanh}\frac1{\sqrt3},\qquad
|P_x|_{\max}=\frac{|K|P_0^2}{Aw}\,\frac{2}{3\sqrt3}.\tag{16}
$$

In this approximation, at fixed $K$, $P_0$ and $A$, a thinner wall has a larger normal polarization, because both sources in (13) are proportional to $P_z'$, which grows as $1/w$. The normal gradient energy, restored below, ends this growth once $w$ becomes comparable with the length $\ell$ defined there.

## When the stiffness varies

The stiffness depends on position because both $P_z^2$ and $e_1$ do. Substitute $P_z^2=P_0^2-P_0^2\operatorname{sech}^2(x/w)$ and (10) in (14):

$$
A(x)=A_\infty-B\operatorname{sech}^2\frac{x}{w},\tag{17}
$$

$$
A_\infty=a_n+\kappa P_0^2-2\sum_iq_{ix}e_i^\infty-\frac{q_5^2P_0^2}{C_{55}},\tag{18}
$$

$$
B=P_0^2\left(\kappa-\frac{2q_{1x}q_{1z}}{C_{11}}-\frac{q_5^2}{C_{55}}\right).\tag{19}
$$

The general profile under the two original neglects is therefore

$$
P_x=\frac{KP_0^2}{w}\,\frac{\operatorname{sech}^2(x/w)\tanh(x/w)}{A_\infty-B\operatorname{sech}^2(x/w)}.\tag{20}
$$

It remains odd, but has the pure form (15) only for $B=0$, and approximately that form for $|B|\ll A_\infty$. The denominator must also stay positive. At the centre it is $A_\infty-B=a_n-2\sum_iq_{ix}e_i^{(0)}(0)$. In a uniaxial parent $a_n$ can be positive while $a_z$ is negative. In a cubic parent symmetry demands $a_n=a_z<0$, and only the strain terms could then make the centre stable. If they do not, (20) diverges at some point in the wall and the neglected energies are essential.

## Restoring the neglected energies

**Normal gradient energy.** Differentiating (4) gives $e_1'$ a term $-f_1P_x''/C_{11}$. In (12) it combines with $-G_xP_x''$ to give

$$
-\bar G P_x'',\qquad \bar G=G_x-\frac{f_1^2}{C_{11}}.\tag{21}
$$

A negative $\bar G$ would make short-wavelength modulations unstable in this continuum model, so finite flexocoupling requires $\bar G>0$. In the same way (5) replaces $G_z$ by $G_z-f_5^2/C_{55}$, which must also be positive. The associated length is $\ell=\sqrt{\bar G/A_\infty}$. At the extrema of $u$,

$$
u''=\frac{(1-T^2)(-8T+12T^3)}{w^2}=-\frac{4u}{w^2},
$$

so neglecting the gradient energy requires $4\ell^2/w^2\ll1$.

**Depolarizing field.** In an insulating crystal without free charge, $D_x$ is constant, and it is zero here. Let $\varepsilon_b$ be the background relative permittivity, which describes the response not included in $P_x$. Then $\varepsilon_0\varepsilon_bE_x+P_x=0$. Putting $E_x=-P_x/(\varepsilon_0\varepsilon_b)$ in (12) adds a constant to the stiffness:

$$
A(x)\;\to\;A(x)+\frac1{\varepsilon_0\varepsilon_b}.\tag{22}
$$

For uniform $A$ the amplitude falls by the factor $1+1/(\varepsilon_0\varepsilon_bA)$. If this factor is large, the total stiffness is nearly uniform even when $A(x)$ is not, and $\ell$ is shortened. The depolarizing field thus suppresses the effect but protects its shape.

The potential follows from $\phi'=-E_x=P_x/(\varepsilon_0\varepsilon_b)$. For uniform $A$, using $P_zP_z'=\frac12(P_z^2)'$ and taking $\phi=0$ in the distant domain,

$$
\phi(x)=\frac{K}{2}\,\frac{P_z^2-P_0^2}{1+\varepsilon_0\varepsilon_bA}
=-\frac{KP_0^2}{2(1+\varepsilon_0\varepsilon_bA)}\operatorname{sech}^2\frac{x}{w}.\tag{23}
$$

Its height does not depend on $w$ at fixed $A$: a thinner wall has a larger field over a shorter distance.

## A numerical case

Take round parameters in the rough regime of a uniaxial tungsten-bronze ferroelectric near room temperature. The inputs are listed in the numerical output. They give $P_0=25\ \mu{\rm C/cm^2}$ and $w=2.03$ nm. With $q_{1z}=-1.6\times10^9\ {\rm J\,m/C^2}$ and $C_{11}=240$ GPa, (10) gives an excess strain at the centre of

$$
\frac{1.6}{240}(0.25)^2=4.17\times10^{-4}=0.042\%.
$$

By (11), the steepest strain gradient is $1.6\times10^5\ {\rm m^{-1}}$. For $f_1=3$ V, $f_5=0.5$ V, $q_5=2.8\times10^9\ {\rm J\,m/C^2}$ and $C_{55}=70$ GPa,

$$
K=\frac{2(3)(-1.6)}{240}-\frac{(0.5)(2.8)}{70}=-0.04-0.02=-0.06\ {\rm V\,m^4/C^2}.
$$

The shear route supplies one third of the total. The far stiffness is $A_\infty=0.2885\times10^9$ m/F, so the prefactor in (15) is

$$
\frac{-0.06(0.25)^2}{(0.2885\times10^9)(2.027\times10^{-9})}
=-6.41\times10^{-3}\ {\rm C/m^2}=-0.641\ \mu{\rm C/cm^2}.
$$

Multiplication by $2/(3\sqrt3)=0.385$ gives a peak magnitude of $0.247\ \mu{\rm C/cm^2}$, about 1% of $P_0$, at 1.33 nm from the centre.

The stiffness is not quite uniform: $B/A_\infty=0.20$. At the ideal extremum $\operatorname{sech}^2=2/3$, so the denominator is lowered by the factor $1-0.20(2/3)=0.87$. Equation (20) has a peak of $0.286\ \mu{\rm C/cm^2}$, 16% above the uniform-stiffness value.

As a test of (20), the energy (1) was discretized on a grid and its stationary point in $P_z,P_x,e_1,e_5$ was found by Newton's method, with $G_x=0$ and both flexocouplings reduced a thousandfold to isolate the linear response. The largest difference from (20) was 0.005% of the peak. With $\kappa$ changed to make $B=0$, the difference from (15) was likewise 0.005%.

The neglected energies matter much more. With the full flexocouplings and the normal gradient energy restored, the computed peak is $0.189\ \mu{\rm C/cm^2}$. Here $\ell/w=0.37$ and $4\ell^2/w^2=0.55$, which is not small. Adding the depolarizing field, with $\varepsilon_b=7$, leaves only $0.0043\ \mu{\rm C/cm^2}$, a factor of 57 below the ideal peak. Equation (22) explains the factor: $1/(\varepsilon_0A_\infty)=391.5$, so the expected suppression is $1+391.5/7\approx57$. After scaling to equal peaks, the remaining profile differs from $\operatorname{sech}^2\tanh$ by at most 0.19% of the peak.

The fields show why the ideal amplitude cannot occur in an insulator. The flexoelectric drive at the peak is $A_\infty|P_x|=(0.2885\times10^9)(2.468\times10^{-3})=7.1\times10^5$ V/m, or 0.0071 MV/cm. The ideal polarization would create an opposing field of 0.40 MV/cm. The self-consistent field is instead 0.0070 MV/cm, which nearly cancels the drive.

For this wall (23) gives $+1.84$ mV at the centre; the full numerical solution agrees with this to within 0.4%. This is small beside the thermal voltage of 25.9 mV at 300 K.

## Screening and the real crystal

Mobile charge can weaken the depolarizing field. For nondegenerate carriers of one sign with density $n$, on a fixed neutralizing background, the linear response is $\rho=-s\phi$ with $s=ne^2/(k_BT)$. Gauss's law gives

$$
\varepsilon_0\varepsilon_b\phi''-s\phi=P_x'.\tag{24}
$$

For $P_x=p\sin kx$, put $\phi=\phi_k\cos kx$. Then $\phi_k=-kp/(\varepsilon_0\varepsilon_bk^2+s)$, and

$$
E_x=-\phi'=-\frac{k^2}{\varepsilon_0\varepsilon_bk^2+s}P_x.\tag{25}
$$

The added stiffness equals $A_\infty$ when $s=k^2(1/A_\infty-\varepsilon_0\varepsilon_b)$. With $k=1/w$ as an estimate of the wall's wavenumber,

$$
n=\frac{k_BT}{e^2w^2}\left(\frac1{A_\infty}-\varepsilon_0\varepsilon_b\right)\sim10^{20}\ {\rm cm^{-3}}.\tag{26}
$$

At this density the response of a single mode with wavenumber $1/w$ and stiffness $A_\infty$ is still halved. The wall profile also contains shorter waves, which are screened less well. With uniform $A_\infty$ and no gradient energy, its peak falls to about a third of the ideal value, and keeping half of it takes about $3\times10^{20}\ {\rm cm^{-3}}$. Neglecting the field requires far more: in the same model, $10^{21}\ {\rm cm^{-3}}$ gives only about 70% of the ideal peak, and reaching 90% takes about $4.5\times10^{21}\ {\rm cm^{-3}}$.

These densities assume nondegenerate carriers, which at 300 K demands a very heavy band mass. For $s$ to stay within 10% of $ne^2/(k_BT)$ in a single parabolic band, the mass must be about 7 free-electron masses at the density (26), about 12 at the half-peak density and about 70 at the 90% density, so the last figure is only formal. At the density (26) the mean carrier spacing, about 2 nm, is also comparable with $w$, so continuum screening is itself marginal there. Degenerate carriers screen less at the same density. In a single parabolic band with the free-electron mass, the value of $s$ used in (26) would need about $2\times10^{21}\ {\rm cm^{-3}}$, so for such a band (26) is too low by more than a factor of ten.

Strontium barium niobate is a real case near this regime: it is uniaxial, with a polarization of some tens of $\mu{\rm C/cm^2}$ and a permittivity normal to the polar axis of some hundreds. The parameters here are not a fit to it. The flexocouplings, of order volts, are the least certain inputs, and the first-order result (20) is proportional to them when both are scaled together. With the normal gradient energy included, the proportionality is only approximate, because $f_1$ also enters $\bar G$. The gradient coefficient was chosen to give a rather broad wall; even so, a rough lattice period of 1.2 nm is 0.30 of the width $2w$, so a continuum description is marginal. The crystal's compositional disorder is also left out. For an insulating crystal the assumption that fails most severely is the absence of a depolarizing field, which in this model lowers the peak from about 0.25 to 0.004 $\mu{\rm C/cm^2}$.

## Calculated quantities

```
Inputs: round model values, rough tungsten-bronze regime
C11, C12, C13, C33, C55 = 240.0 80.0 60.0 140.0 70.0 GPa
Q1z, Q2z, Q3z = -0.02 -0.02 0.08 m4/C2
Q1x, Q2x, Q3x, Q5 = 0.02 -0.01 -0.01 0.04 m4/C2
az, an = -0.1 0.22 1e9 m/F
b at zero stress, kappa = 1.6 1.0 1e9 J m5/C4
Gz, Gx = 0.4 0.2 1e-9 J m3/C2
f1, f5 = 3.0 0.5 V
Background relative permittivity: 7
Temperature: 300 K
Derived wall and coupling
q1z, q2z, q3z = -1.6 -1.6 8.8 1e9 J m/C2
q1x, q2x, q3x, q5 = 3.4 -1.4 -0.8 2.8 1e9 J m/C2
b at fixed strain: 3.136 1e9 J m5/C4
b effective in wall: 3.1147 1e9 J m5/C4
P0: 25 uC/cm2
w: 2.027 nm
Domain strains e1, e2, e3 = -0.125 -0.125 0.5 %
Excess e1 at wall centre: 0.04167 %
Peak strain gradient: 1.582e+05 1/m
K from strain gradient: -0.04 V m4/C2
K from converse shear: -0.02 V m4/C2
K total: -0.06 V m4/C2
Far normal stiffness A_inf: 0.2885 1e9 m/F
Stiffness reduction B: 0.05833 1e9 m/F
B/A_inf: 0.2022
Normal susceptibility / eps0: 391.5
Signed profile prefactor: -0.6412 uC/cm2
Extremum distance from centre: 1.335 nm
Peak absolute normal polarization
Ideal, uniform A_inf: 0.2468 uC/cm2
Ideal / P0: 0.9872 %
Varying stiffness: 0.2864 uC/cm2
Also normal gradient, full f: 0.1893 uC/cm2
Also depolarization: 0.004323 uC/cm2
Ideal / depolarized peak: 57.09
Neglected effects and numerical errors
Net normal gradient coefficient: 0.1625 1e-9 J m3/C2
Normal correlation length / w: 0.3702
Bare field of ideal peak: 0.3982 MV/cm
Actual depolarizing field peak: 0.006975 MV/cm
Potential at centre, numerical: 1.836 mV
Potential at centre, formula: 1.842 mV
Thermal voltage: 25.85 mV
Carrier density for equal stiffness: 1.3e+20 cm^-3
Rough lattice period / 2w: 0.3
Depolarized shape deviation: 0.19 % of peak
Mesh-halving shift: 0.012 %
Uniform-stiffness formula error: 0.0047 %
Varying-stiffness formula error: 0.005 %
tanh profile error: 0.00056 %
```
